# Phonon resistivity of metals: the variational law at high temperature

## Definitions and conventions

Hartree atomic units are used, and \(T\) stands for \(k_BT\). The electron has charge \(-1\). The metal is cubic, has volume \(V\), and carries a weak field \(E\) along \(x\). Sums over \(k\) run over the Bloch states of one spin, with band index included; \(\varepsilon_k\) is the energy, \(v_k\) the \(x\)-component of the velocity, \(\mu\) the chemical potential. Let \(N=\sum_k\delta(\varepsilon_k-\mu)\) be the number of states per energy and spin in the whole volume, and let \(\langle\dots\rangle\) be the average over the Fermi surface with weight \(\delta(\varepsilon_k-\mu)/N\). The plasma frequency of the conduction electrons is defined by

\[
\omega_p^2=\frac{4\pi}{V}\,2\sum_k v_k^2\,\delta(\varepsilon_k-\mu)=\frac{8\pi N\langle v^2\rangle}{V}. \tag{1}
\]

A phonon of branch \(\nu\) that connects \(k\) and \(k'\) has energy \(\omega\), and \(g_{kk'\nu}\) is its matrix element, normalized so that \(|g|^2\propto1/V\). The Fermi and Bose functions are \(f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)\) and \(n(\omega)=1/(e^{\omega/T}-1)\). The transport spectral function and coupling constant are

\[
\alpha_{tr}^2F(\Omega)=\frac1N\sum_{kk'\nu}|g_{kk'\nu}|^2\,\delta(\varepsilon_k-\mu)\,\delta(\varepsilon_{k'}-\mu)\,\delta(\Omega-\omega)\,\frac{(v_k-v_{k'})^2}{2\langle v^2\rangle}, \tag{2}
\]

\[
\lambda_{tr}=2\int_0^\infty\frac{\alpha_{tr}^2F(\Omega)}{\Omega}\,d\Omega. \tag{3}
\]

Without the last factor in (2) one has the ordinary spectral function \(\alpha^2F\). The velocity factor gives little weight to collisions that barely change the current.

The treatment assumes weak coupling, one-phonon processes in the golden rule, harmonic phonons held in equilibrium, fixed volume, and no impurities or surfaces. The quantities \(N\), \(v\) and \(g\) are taken as constant over energies of order \(T\) and \(\omega\) around \(\mu\).

## The linearized Boltzmann equation

Write the disturbed occupation as

\[
f_k=f(\varepsilon_k)+\Big(-\frac{\partial f}{\partial\varepsilon}\Big)\varphi_k,\qquad -\frac{\partial f}{\partial\varepsilon}=\frac{f(1-f)}{T}. \tag{4}
\]

The golden-rule rate from \(k\) to an empty state \(k'\) is

\[
W_{kk'}=2\pi\sum_\nu|g_{kk'\nu}|^2\big[n\,\delta(\varepsilon_{k'}-\varepsilon_k-\omega)+(n+1)\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega)\big], \tag{5}
\]

with absorption first and emission second. The collision term is the rate in minus the rate out. With \(r_k=f_k/(1-f_k)\) it reads

\[
C_k=\sum_{k'}(1-f_k)(1-f_{k'})\,[W_{k'k}r_{k'}-W_{kk'}r_k]. \tag{6}
\]

In equilibrium \(r_k=e^{-(\varepsilon_k-\mu)/T}\). Since \(n+1=e^{\omega/T}n\), the bracket vanishes for each pair of states. The equilibrium flow

\[
P_{kk'}=W_{kk'}f(\varepsilon_k)[1-f(\varepsilon_{k'})] \tag{7}
\]

is therefore symmetric in \(k\) and \(k'\). To first order in the field, only the variation of \(r\) in (6) matters, because the prefactor multiplies a bracket that is zero at zeroth order. From (4), \(\delta r_k/r_k=\delta f_k/[f(1-f)]=\varphi_k/T\), so

\[
C_k=-\frac1T\sum_{k'}P_{kk'}(\varphi_k-\varphi_{k'}). \tag{8}
\]

The field drives the states at the rate \(\dot k=-E\). In the steady state \(-E\,v_k\,\partial f/\partial\varepsilon=C_k\). Setting \(\varphi=-E\psi\) removes the field:

\[
(S\psi)_k\equiv\frac1T\sum_{k'}P_{kk'}(\psi_k-\psi_{k'})=X_k,\qquad X_k=v_k\Big(-\frac{\partial f}{\partial\varepsilon}\Big). \tag{9}
\]

The current density is \(-(2/V)\sum_kv_k(-\partial f/\partial\varepsilon)\varphi_k\), where the 2 counts spin and the minus sign is the charge. With \((a,b)=\sum_ka_kb_k\), the conductivity is

\[
\sigma=\frac2V(\psi,X). \tag{10}
\]

## The variational bound

Because \(P\) is symmetric, interchanging \(k\) and \(k'\) and taking half the sum of the two forms gives

\[
(\varphi,S\varphi)=\frac1{2T}\sum_{kk'}P_{kk'}(\varphi_k-\varphi_{k'})^2\ \ge\ 0, \tag{11}
\]

where \(\varphi\) now denotes any trial function. A constant gives zero, which expresses conservation of electron number. Since \(v_{-k}=-v_k\), the drive \(X\) is orthogonal to constants, and (9) can be solved if there is no other null function that overlaps with \(X\).

The Cauchy–Schwarz inequality holds for the non-negative form (11). With \(S\psi=X\),

\[
(\varphi,X)^2=(\varphi,S\psi)^2\le(\varphi,S\varphi)(\psi,S\psi)=(\varphi,S\varphi)(\psi,X). \tag{12}
\]

Solving for \((\psi,X)\) and inserting it in (10) gives a bound on the resistivity \(\rho=1/\sigma\):

\[
\rho\le\frac V2\,\frac{(\varphi,S\varphi)}{(\varphi,X)^2}. \tag{13}
\]

The lowest-order choice is \(\varphi_k=v_k\). Up to a constant factor, this is the first-order change of a distribution shifted rigidly in \(k\); for electrons the shift is opposite to the field. Call the right side of (13) for this choice \(\rho_L\). It is an upper bound to the resistivity of the Boltzmann equation, and not in general its solution.

## Evaluation with the velocity as trial function

The denominator contains

\[
(v,X)=\sum_kv_k^2\Big(-\frac{\partial f}{\partial\varepsilon}\Big)=N\langle v^2\rangle, \tag{14}
\]

since \(-\partial f/\partial\varepsilon\) integrates to one and \(N\langle v^2\rangle\) is constant in the thermal window.

For the numerator, the energies of both states are integrated separately from the positions on the Fermi surface. One energy is fixed by the delta functions in (5). For absorption the other integral follows from

\[
f(\varepsilon)-f(\varepsilon+\Omega)=f(\varepsilon)[1-f(\varepsilon+\Omega)]\,(1-e^{-\Omega/T}). \tag{15}
\]

The left side integrates to \(\Omega\), and \(1/(1-e^{-\Omega/T})=n+1\). Hence

\[
\int f(\varepsilon)[1-f(\varepsilon+\Omega)]\,d\varepsilon=\Omega(n+1),\qquad
\int f(\varepsilon)[1-f(\varepsilon-\Omega)]\,d\varepsilon=\Omega n. \tag{16}
\]

The second result is the first times \(e^{-\Omega/T}\), by detailed balance. Absorption carries an additional factor \(n\), emission a factor \(n+1\); each contributes \(\Omega n(n+1)\), together \(2\Omega n(n+1)\). By (2), the remaining surface sum of \(|g|^2(v_k-v_{k'})^2\) is \(2N\langle v^2\rangle\alpha_{tr}^2F\). Therefore

\[
(v,Sv)=\frac{2\pi}{2T}\int2N\langle v^2\rangle\,\alpha_{tr}^2F\;2\Omega n(n+1)\,d\Omega
=\frac{4\pi N\langle v^2\rangle}{T}\int\alpha_{tr}^2F\;\Omega n(n+1)\,d\Omega. \tag{17}
\]

Insert (14) and (17) in (13), and use \(V/(N\langle v^2\rangle)=8\pi/\omega_p^2\) from (1):

\[
\rho_L(T)=\frac{16\pi^2}{\omega_p^2\,T}\int_0^\infty\alpha_{tr}^2F(\Omega)\;\Omega\,n(\Omega)[n(\Omega)+1]\,d\Omega. \tag{18}
\]

## High temperature

Let \(y=\Omega/2T\). Since \(n(n+1)=1/(4\sinh^2y)\),

\[
n(n+1)=\frac{T^2}{\Omega^2}\Big(\frac{y}{\sinh y}\Big)^2. \tag{19}
\]

For \(T\) well above the phonon energies the last factor tends to one. The integral in (18) becomes \(T^2\int\alpha_{tr}^2F/\Omega\,d\Omega=T^2\lambda_{tr}/2\), so that

\[
\rho_L\to\rho_{lin}=\frac{8\pi^2\lambda_{tr}T}{\omega_p^2}. \tag{20}
\]

The linear law comes from the classical phonon population \(n\approx T/\Omega\), which is proportional to the mean square lattice displacement. Comparison with the Drude form \(\rho=4\pi/(\omega_p^2\tau)\) gives \(1/\tau=2\pi\lambda_{tr}T\). In SI units, with \(T\) now in kelvin,

\[
\rho_{lin}=\frac{2\pi\lambda_{tr}k_BT}{\hbar\,\varepsilon_0\,\omega_p^2}. \tag{21}
\]

The approach to this law can be bounded. The series

\[
\frac{\sinh^2y}{y^2}=\sum_{m\ge0}\frac{2^{2m+1}y^{2m}}{(2m+2)!}=1+\frac{y^2}3+\dots \tag{22}
\]

has positive coefficients, and the ratio of each coefficient to the one before it is at most \(1/3\). The sum thus lies between 1 and the geometric series \(1/(1-y^2/3)\) when \(y^2<3\). Taking reciprocals, \(1-y^2/3\le(y/\sinh y)^2\le1\); for \(y^2\ge3\) the lower bound is not positive and holds trivially. Averaging over the spectrum,

\[
1-\frac{\langle\Omega^2\rangle_{tr}}{12T^2}\le\frac{\rho_L}{\rho_{lin}}\le1,\qquad
\langle\Omega^2\rangle_{tr}=\frac2{\lambda_{tr}}\int\alpha_{tr}^2F\;\Omega\,d\Omega. \tag{23}
\]

The lower bound is also the expansion through order \(T^{-2}\). High temperature therefore means \(\langle\Omega^2\rangle_{tr}\ll12T^2\), which is milder than \(T\gg\Omega\) because of the 12. Differentiating \(T-\langle\Omega^2\rangle_{tr}/(12T)\) gives

\[
\frac{d\rho_L}{dT}\approx\frac{8\pi^2\lambda_{tr}}{\omega_p^2}\Big(1+\frac{\langle\Omega^2\rangle_{tr}}{12T^2}\Big). \tag{24}
\]

In this regime the resistivity lies below the linear law while its slope lies above the limiting slope.

## What the full solution does at high temperature

When \(T\) far exceeds the phonon energies, the energy transfer is small compared with the thermal width. Absorption and emission then have equal weight \(T/\omega\), and (9) reduces to a quasi-elastic problem. The factor \(f(1-f)/T\) cancels on both sides, leaving

\[
v_k=T\,(K\psi)_k,\qquad (K\psi)_k=4\pi\sum_{k'\nu}\frac{|g_{kk'\nu}|^2}{\omega}\,\delta(\varepsilon_k-\varepsilon_{k'})(\psi_k-\psi_{k'}). \tag{25}
\]

The operator \(K\) does not contain \(T\). If \(K\chi=v\), then \(\psi=\chi/T\), and (10) gives \(\sigma=2N\langle v\chi\rangle/(VT)\). With (1),

\[
\rho\to\frac{8\pi^2\lambda_{el}T}{\omega_p^2},\qquad \lambda_{el}=\frac{\langle v^2\rangle}{2\pi\langle v\chi\rangle}\le\lambda_{tr}. \tag{26}
\]

The inequality is (13) in this limit. Linearity thus survives in the full solution, but the coefficient is \(\lambda_{el}\). The two constants agree when \(Kv\) is proportional to \(v\), as on a sphere with isotropic scattering. Otherwise \(\chi\) differs in form from the trial function \(v\), for instance because weakly scattered parts of the Fermi surface carry more of the current, and the resistivity falls below \(\rho_L\).

## A model metal

Take a free-electron sphere with Fermi wave number \(k_F=0.7\), longitudinal phonons \(\omega=cq\) with \(c=0.001\), mass density \(\rho_m=1400\) and deformation potential \(D=0.07\). These are round model parameters. The coupling is \(|g|^2=D^2q^2/(2\rho_m\omega V)\), with \(q=|k-k'|\). The lattice is treated as an elastic continuum without a zone boundary, so electrons on the sphere can scatter with any \(q\) up to \(2k_F\), and there are no umklapp processes. In a real metal with one electron per atom the Debye wave number is only about \(1.26k_F\), and larger momentum transfers mostly involve umklapp.

For two directions at angle \(\theta\), \(q^2=2k_F^2(1-\cos\theta)\), and the share of pairs in \(dq\) is \(q\,dq/(2k_F^2)\). Averaged over joint rotations, the velocity factor in (2) becomes \(1-\cos\theta=2(q/2k_F)^2\). With \(\Omega_m=2k_Fc\), the largest energy of a phonon that can scatter an electron on the sphere,

\[
\alpha^2F=\frac NV\,\frac{D^2q^2}{2\rho_mcq}\,\frac{q}{2k_F^2c}\bigg|_{q=\Omega/c}=\lambda\Big(\frac\Omega{\Omega_m}\Big)^2,\qquad \lambda=\frac NV\frac{D^2}{\rho_mc^2}, \tag{27}
\]

\[
\alpha_{tr}^2F=2\lambda\Big(\frac\Omega{\Omega_m}\Big)^4,\qquad \lambda_{tr}=4\lambda\int_0^{\Omega_m}\frac{\Omega^3}{\Omega_m^4}\,d\Omega=\lambda,\qquad \langle\Omega^2\rangle_{tr}=\tfrac23\Omega_m^2. \tag{28}
\]

The density of states is \(N/V=k_F/(2\pi^2)=0.03546\), so

\[
\lambda_{tr}=\frac{0.03546\times0.0049}{1400\times10^{-6}}=0.1241,\qquad
\omega_p^2=\frac{8\pi\times0.03546\times0.49}{3}=0.1456.
\]

The plasma frequency is 0.3815 hartree, or 10.4 eV. The top phonon energy corresponds to 442 K and the root mean square transport energy to 361 K. At 300 K, \(T=9.500\times10^{-4}\) hartree and

\[
\rho_{lin}=\frac{8\pi^2\times0.1241\times9.500\times10^{-4}}{0.1456}=0.0640 .
\]

The integral (18) gives \(\rho_L=0.0568\). A direct evaluation of the quotient (13), summing golden-rule rates over pairs of directions and integrating the occupations numerically, agrees with it to within the tested relative tolerance of \(10^{-5}\). One atomic unit of resistivity is 21.74 µΩ cm, so \(\rho_L=1.24\) µΩ cm, against 1.39 µΩ cm from the linear law.

The ratio \(\rho_L/\rho_{lin}\) is 0.40 at 100 K, 0.77 at 200 K, 0.89 at 300 K, 0.970 at 600 K and 0.9925 at 1200 K. The lower bound in (23) gives 0.879 at 300 K, already close; at 100 K it is negative and says nothing.

This matters when a coupling constant is read from a resistivity curve. The limiting slope is 4.63 nΩ cm/K, while the slope of \(\rho_L\) at 300 K is 5.07 nΩ cm/K. Using (20) at 300 K, the ratio \(\rho_L/T\) would give a \(\lambda_{tr}\) 11 percent too small, and the local slope one 9 percent too large. Both errors are relative to the \(\lambda_{tr}\) of the model and hold for a curve that follows \(\rho_L\). The full solution of the Boltzmann equation lies slightly below \(\rho_L\) at this temperature and approaches it on heating, which makes both errors larger.

The opposite limit follows from the same integral. For \(T\ll\Omega_m\), put \(\Omega=xT\) in (18) and extend the upper limit to infinity:

\[
\rho_L\to\frac{32\pi^2\lambda\,T^5}{\omega_p^2\Omega_m^4}\int_0^\infty\frac{x^5\,dx}{4\sinh^2(x/2)}=\frac{32\pi^2\lambda\,T^5}{\omega_p^2\Omega_m^4}\;120\,\zeta(5). \tag{29}
\]

The integral follows from \(1/(4\sinh^2(x/2))=\sum_{m\ge1}m\,e^{-mx}\), integrated term by term. Of the five powers of \(T\), four come from \(\alpha_{tr}^2F\): two from the ordinary spectral function and two from the small scattering angle.

## How tight the bound is

On the isotropic sphere the full solution has the form \(\psi_k=v_ku(\varepsilon_k)\), and \(\rho_L\) corresponds to constant \(u\). Any excess of \(\rho_L\) therefore comes from the energy dependence of \(u\). Solving the Boltzmann equation on an energy grid gives an excess, relative to the full resistivity, of 30 percent at \(T/\Omega_m=0.1\), 33 percent at 0.2, 3.3 percent at 0.5 and 0.12 percent at 1.2. Room temperature, at \(T/\Omega_m=0.68\), lies between the last two points. The value of \(\rho_L\) at 100 K, where \(T/\Omega_m=0.23\), is an upper bound that may be well above the solution.

Heating removes this error, but not the one caused by anisotropy. To see the latter, replace the Fermi surface by 26 patches in the directions \(\hat n\) of the 6 face normals, 12 edge midpoints and 8 corners of a cube. Their density-of-states weights are \(1/21\), \(4/105\) and \(9/280\) each. With \(\kappa=\tfrac52(\hat n_x^4+\hat n_y^4+\hat n_z^4-\tfrac35)\), the velocity is proportional to \((1+0.3\kappa)\hat n\). There is one phonon energy, taken as the unit of energy, and

\[
N|g|^2=0.1\,(1+0.9\kappa)(1+0.9\kappa')(1+0.5\,\hat n\cdot\hat n'). \tag{30}
\]

Here \(\lambda_{tr}=0.208\), whereas the quasi-elastic problem (25) gives \(\lambda_{el}=0.152\); the variational coefficient is 37 percent too large relative to the latter. The full energy-dependent solution, expressed as \(1/(2\pi T\tau)\), gives 0.1389, 0.1484 and 0.1508 at \(T=1\), 2 and 4. It approaches \(\lambda_{el}\), not \(\lambda_{tr}\). The anisotropy of (30) is strong by choice, so 37 percent is a property of this model and not an estimate for a particular metal.

For a first-principles calculation this suggests a definite check. If scattering rates vary strongly over the Fermi surface, the coefficient of the high-temperature law should be taken from (25) and not from \(\lambda_{tr}\). At lower temperatures, where the energy transfer is no longer small compared with \(T\), the energy dependence in (9) has to be kept as well. The quantities \(\lambda_{tr}\) and \(\omega_p^2\) should come from the same bands, since both contain \(N\) and \(\langle v^2\rangle\).

## Limits of the linear law

For the model metal at 300 K, the Drude relation with \(\rho_L\) gives

\[
\tau=\frac{4\pi}{0.1456\times0.0568}\approx1.52\times10^3,
\]

which is 37 fs, and a mean free path \(k_F\tau\) of 56 nm. In an interconnect line of comparable or smaller width, electrons reach surfaces about as often as they meet phonons, or more often. The resistivity calculated here is that of the bulk metal and not that of the line.

Other conditions can fail on heating. Thermal expansion and anharmonic softening make \(\lambda_{tr}\) and \(\omega_p\) depend on temperature, which bends the line even where \(\langle\Omega^2\rangle_{tr}\ll12T^2\). If \(N\), \(v\) or \(g\) varies within the thermal window, as near a narrow \(d\)-band edge, the step from (13) to (18) is no longer justified. If the mean free path shrinks to the spacing of atoms, the Boltzmann equation itself loses its basis. On cooling, phonons may be dragged along by the electrons, and the assumption of phonon equilibrium behind (29) becomes doubtful. The full set of values is in the numerical output below.

## Computed results

```
MODEL METAL (atomic units unless stated)
Fermi wave number kF = 0.700
sound speed c = 0.0010
mass density = 1400
deformation potential D = 0.070
electron density n = 0.011584
DOS per spin and volume = 0.035462
plasma frequency squared = 0.145574
plasma frequency = 0.38154 hartree
plasma frequency = 10.382 eV
top phonon energy Wm = 0.001400 hartree
Wm / k_B = 442.1 K
lambda_tr = 0.12412
rms transport phonon energy / k_B = 361.0 K
k_B * 300 K = 9.500435e-04 hartree
atomic unit of resistivity = 21.7398 muohm cm
linear law at 300 K = 0.063957 a.u.
rho_L at 300 K = 0.056829 a.u.
golden-rule sum at 300 K = 0.056829 a.u.
T (K), rho_L, linear law (muohm cm), ratio, 1-<W^2>/(12T^2)
  100   0.1844   0.4635  0.39783 -0.08577
  200   0.7152   0.9269  0.77154  0.72856
  300   1.2354   1.3904  0.88855  0.87936
  400   1.7336   1.8539  0.93513  0.93214
  600   2.6986   2.7808  0.97044  0.96984
 1200   5.5199   5.5616  0.99250  0.99246
limiting slope = 4.6347 nanoohm cm/K
slope at 300 K = 5.0717 nanoohm cm/K
slope at 600 K = 4.7662 nanoohm cm/K
transport lifetime at 300 K = 36.74 fs
mean free path at 300 K = 56.27 nm
SPHERE: excess of rho_L over full Boltzmann solution
T/Wm = 0.1: 29.5259 percent
T/Wm = 0.2: 32.8144 percent
T/Wm = 0.5: 3.3296 percent
T/Wm = 1.2: 0.1168 percent
26 PATCHES: 1/(2 pi T tau), T in phonon energies
lambda_tr = 0.20777
quasi-elastic coefficient = 0.15159
lambda_tr excess = 37.06 percent
T = 1: full 0.13891, variational 0.19129
T = 2: full 0.14842, variational 0.20350
T = 4: full 0.15080, variational 0.20669
```
